# The Drell-Yan cross section: colour average and scaling at lowest order

**Q.** Two hadrons collide and a lepton pair comes out. Hadrons are bound by strong forces. How can a tree diagram of QED say anything about the rate?

**A.** It supplies one factor of the rate. The other factor is assumed. For a pair mass $M$ large compared with hadronic binding scales, I treat each hadron as a beam of collinear partons. The number of quarks of flavour $q$ carrying a momentum fraction between $x$ and $x+dx$ is $f_q(x)\,dx$, and for antiquarks it is $\bar f_q(x)\,dx$. A quark from one hadron annihilates with an antiquark from the other,
$$q(p_1)+\bar q(p_2)\to\gamma^*(q)\to\ell^-(k_1)+\ell^+(k_2),\qquad q^2=M^2 .$$
The densities are inputs. QED gives the parton cross section $\hat\sigma$.

I keep one photon and no gluon corrections, neglect quark and hadron masses, and take $\alpha$ fixed. The lepton mass $m$ stays for now. Units are natural, $e^2=4\pi\alpha$, the metric is $(+,-,-,-)$, and the quark charge is $e_q$ in units of $e$.

**Q.** Then begin with the amplitude. Where do the charges and the photon enter?

**A.** The vertices give $e\,e_q$ and $e$, up to a sign, and the propagator gives $g_{\mu\nu}/M^2$. Up to a phase,
$$\mathcal M=\frac{e^2e_q}{M^2}\,\delta_{ij}\,[\bar v(p_2)\gamma^\mu u(p_1)]\,[\bar u(k_1)\gamma_\mu v(k_2)] .$$
The photon carries no colour, so the quark colour $i$ must match the antiquark's anticolour $j$. I set $\delta_{ij}$ aside and sum over spins:
$$\sum_{\rm spins}|\mathcal M|^2=\frac{e^4e_q^2}{M^4}\,Q_{\mu\nu}L^{\mu\nu}.$$
With $\sum u\bar u=\slashed k_1+m$ and $\sum v\bar v=\slashed k_2-m$, the lepton tensor is
$$L^{\mu\nu}={\rm Tr}[(\slashed k_1+m)\gamma^\mu(\slashed k_2-m)\gamma^\nu].$$
Terms with one power of $m$ contain three gamma matrices and vanish. The others give
$$L^{\mu\nu}=4\left[k_1^\mu k_2^\nu+k_2^\mu k_1^\nu-g^{\mu\nu}(k_1\!\cdot k_2+m^2)\right].$$
In the same way, with massless quarks,
$$Q^{\mu\nu}=4\left[p_1^\mu p_2^\nu+p_2^\mu p_1^\nu-g^{\mu\nu}p_1\!\cdot p_2\right].$$

**Q.** Must I now carry the lepton angles through the contraction?

**A.** Not for the total rate. Averaged over lepton directions in the pair rest frame, $L^{\mu\nu}$ can depend on $q$ alone, so it is a combination of $g^{\mu\nu}$ and $q^\mu q^\nu$. Current conservation fixes their ratio:
$$q_\mu\bar u(k_1)\gamma^\mu v(k_2)=\bar u(k_1)(\slashed k_1+\slashed k_2)v(k_2)=(m-m)\,\bar u(k_1)v(k_2)=0 .$$
Therefore
$$\langle L^{\mu\nu}\rangle=C\left(-g^{\mu\nu}+\frac{q^\mu q^\nu}{M^2}\right).$$
The trace of the bracket is $-4+1=-3$. For the trace of $L$, use $M^2=2m^2+2k_1\!\cdot k_2$:
$$g_{\mu\nu}L^{\mu\nu}=4[2k_1\!\cdot k_2-4k_1\!\cdot k_2-4m^2]=-8k_1\!\cdot k_2-16m^2=-4(M^2+2m^2).$$
Hence $C=\tfrac43(M^2+2m^2)$.

The quark current is conserved too, so the $q^\mu q^\nu$ term drops out of the contraction. With $p_1\!\cdot p_2=M^2/2$,
$$-g_{\mu\nu}Q^{\mu\nu}=-4(2-4)\,p_1\!\cdot p_2=4M^2 .$$
The contraction is $4M^2C=\tfrac{16}{3}M^2(M^2+2m^2)$. For unpolarized hadrons the four initial spin combinations are equally likely, which gives a factor $1/4$:
$$\left\langle\tfrac14\sum|\mathcal M|^2\right\rangle=\frac43\,e^4e_q^2\left(1+\frac{2m^2}{M^2}\right).$$

**Q.** An average can hide a wrong angular distribution. What is it before averaging?

**A.** In the pair rest frame both tensors have vanishing time components. Let $\hat z$ be the quark direction, $\hat n$ the lepton direction, and $\beta=\sqrt{1-4m^2/M^2}$ the lepton speed. Since $\mathbf p_2=-\mathbf p_1$ and $\mathbf k_2=-\mathbf k_1$, with $|\mathbf p_1|=M/2$ and $|\mathbf k_1|=\beta M/2$,
$$Q^{ab}=2M^2(\delta^{ab}-\hat z^a\hat z^b),\qquad L^{ab}=2M^2(\delta^{ab}-\beta^2\hat n^a\hat n^b).$$
Their contraction is $4M^4[2-\beta^2\sin^2\theta]$. Multiplying by $\tfrac14e^4e_q^2/M^4$ and using $1-\beta^2=4m^2/M^2$,
$$\tfrac14\sum|\mathcal M|^2=e^4e_q^2\left[1+\cos^2\theta+\frac{4m^2}{M^2}\sin^2\theta\right].$$
The averages of $\cos^2\theta$ and $\sin^2\theta$ are $1/3$ and $2/3$, so the bracket averages to $\tfrac43(1+2m^2/M^2)$, as before. For massless leptons the form $1+\cos^2\theta$ reflects a photon that is polarized transversely to the quark direction, as $Q^{ab}$ shows.

**Q.** Now colour. I could average over the initial colours, as you did over the spins, but nobody prepares a beam of randomly coloured quarks. A hadron has no colour at all. Why is an average allowed?

**A.** Because the hadron has no colour. Its state is unchanged when all its constituents are rotated together by any colour matrix $U$. We observe none of the spectators, so the struck quark is described by a $3\times3$ density matrix $\rho$, obtained by tracing them out. Invariance of the whole state implies
$$U\rho\,U^\dagger=\rho\qquad\text{for every }U\text{ in }SU(3).$$
Choose $U$ diagonal with three different phases: the off-diagonal elements of $\rho$ acquire phases, so they must vanish. Choose $U$ to exchange two colours, with a sign that keeps its determinant equal to one: the two diagonal elements must agree. Since ${\rm Tr}\,\rho=1$,
$$\rho_{ij}=\tfrac13\delta_{ij}.$$
The same argument holds for the antiquark. A test with a singlet built from four quarks and an antiquark gives this matrix for both kinds of parton.

**Q.** That gives $1/3$ for the quark and $1/3$ for the antiquark. Should the result not be $1/9$?

**A.** It would be $1/9$ if one colour pair could annihilate. There are three. The partons come from separate hadrons, so their density matrices multiply, and the vertex $\delta_{ij}$ appears in the amplitude and in its conjugate:
$$\sum_{ijkl}\delta_{ij}\delta_{kl}\,\frac{\delta_{ik}}3\,\frac{\delta_{jl}}3=\frac19\sum_{ij}\delta_{ij}\delta_{ij}=\frac39=\frac13 .$$
In words, a quark of given colour meets the matching anticolour one time in three.

**Q.** In $e^+e^-\to q\bar q$ colour multiplies the rate by 3. The diagram is the same one read backwards. Is there a contradiction?

**A.** No. There the colours are in the final state, where they are summed and not averaged: $\sum\delta_{ij}\delta_{ij}=3$. With massless particles the spin and phase-space factors are the same both ways, so at the same squared energy the ratio of the two cross sections is $3/(1/3)=9$, the number of initial colour pairs over which one averages in annihilation.

**Q.** Put the factors together. I want to see every $\pi$.

**A.** Two-body phase space comes first. Integrating over $\mathbf k_2$ in the rest frame removes the momentum delta function:
$$\Phi_2=\int\frac{k^2\,dk\,d\Omega}{(2\pi)^2\,4E^2}\,\delta(M-2E).$$
From $E^2=k^2+m^2$ follows $k\,dk=E\,dE$, so $k^2dk/E^2=(k/E)\,dE$. At $E=M/2$ the ratio $k/E$ equals $\beta$, and the delta function gives $1/2$. Thus
$$\Phi_2=\frac{4\pi}{4\pi^2\cdot4}\,\frac{\beta}{2}=\frac{\beta}{8\pi}.$$
The flux factor for massless partons is $4p_1\!\cdot p_2=2M^2$. Hence
$$\hat\sigma=\frac1{2M^2}\cdot\frac13\cdot\frac43e^4e_q^2\left(1+\frac{2m^2}{M^2}\right)\frac{\beta}{8\pi}
=\frac{e^4e_q^2}{36\pi M^2}\,\beta\left(1+\frac{2m^2}{M^2}\right).$$
Inserting $e^4=16\pi^2\alpha^2$,
$$\hat\sigma=\frac{4\pi\alpha^2e_q^2}{9M^2}\,\beta\left(1+\frac{2m^2}{M^2}\right).$$
The 9 is $3\times3$. One 3 comes from the angular average, the other from colour.

**Q.** How much does the lepton mass matter?

**A.** With $r=m^2/M^2$ small,
$$\sqrt{1-4r}\,(1+2r)=(1-2r-2r^2+\dots)(1+2r)=1-6r^2+\dots$$
The terms linear in $r$ cancel: the reduced phase space is compensated by the larger squared amplitude. For muons at $M=8$ GeV the reduction is $1.8\times10^{-7}$ relative to the massless result, so I drop $m$ from here on. Near threshold, $M\to2m$, this is not allowed, because $\beta\to0$ and the tree-level rate vanishes. The tree diagram itself fails once $\beta$ is of order $\pi\alpha$: the Coulomb attraction of the slow leptons then keeps the factor $\beta(1+2m^2/M^2)$ from vanishing and replaces it by about $3\pi\alpha/2\approx0.034$ at threshold.

**Q.** The partons are not the beams. The hadrons have flux $2s$, the partons $2x_1x_2s$. Do you owe a factor $x_1x_2$?

**A.** No. In a head-on collision of beams with number densities $n_1$ and $n_2$, both at the speed of light, the event rate per volume is $2n_1n_2\sigma$. The partons of a given $x$ form beams of densities $n_1f_q(x_1)dx_1$ and $n_2\bar f_q(x_2)dx_2$, also moving at the speed of light. Their event rate is $2n_1n_2f_q\bar f_q\,\hat\sigma\,dx_1dx_2$. Dividing by $2n_1n_2$,
$$d\sigma=\sum_q\left[f_q(x_1)\bar f_q(x_2)+\bar f_q(x_1)f_q(x_2)\right]\hat\sigma\,dx_1dx_2 .$$
The energy-dependent flux factor is already inside $\hat\sigma$. In each product the first density belongs to hadron 1 and the second to hadron 2.

**Q.** Why two terms? With identical hadrons that looks like double counting.

**A.** They are different events. In the first, hadron 1 supplies the quark; in the second, it supplies the antiquark. At given $x_1\ne x_2$ their weights differ in general. Exchanging quark and antiquark turns $\theta$ into $\pi-\theta$, which leaves $\hat\sigma$ unchanged.

**Q.** An experiment measures leptons, not $x_1$ and $x_2$. How do you change variables?

**A.** The pair momentum gives both. With $P_{1,2}=\tfrac{\sqrt s}2(1,0,0,\pm1)$ and $q=x_1P_1+x_2P_2$,
$$q^0=\tfrac{\sqrt s}{2}(x_1+x_2),\qquad q^z=\tfrac{\sqrt s}{2}(x_1-x_2).$$
The pair mass and rapidity are therefore
$$M^2=(q^0)^2-(q^z)^2=x_1x_2s,\qquad Y=\frac12\ln\frac{q^0+q^z}{q^0-q^z}=\frac12\ln\frac{x_1}{x_2}.$$
Solving, $x_{1,2}=(M/\sqrt s)\,e^{\pm Y}$. The Jacobian determinant is
$$\frac{\partial(M^2,Y)}{\partial(x_1,x_2)}=(x_2s)\left(-\frac1{2x_2}\right)-(x_1s)\left(\frac1{2x_1}\right)=-s .$$
Only its magnitude matters for areas, so $dx_1dx_2=dM^2\,dY/s$. Substituting this and $\hat\sigma$,
$$\boxed{\frac{d^2\sigma}{dM^2dY}=\frac{4\pi\alpha^2}{9M^2s}\sum_qe_q^2\left[f_q(x_1)\bar f_q(x_2)+\bar f_q(x_1)f_q(x_2)\right]}$$
The factor $1/M^2$ comes from annihilation and the factor $1/s$ from the change of variables.

**Q.** I have also seen $1/M^4$ in front. Which is right?

**A.** Both can be, with different densities. Since $1/s=x_1x_2/M^2$, the prefactor can be written $4\pi\alpha^2/(9M^4)$ if each number density $f(x)$ is replaced by the momentum density $xf(x)$. Mixing the two conventions produces an error by a factor $x_1x_2=M^2/s$.

**Q.** Where is the scaling? The formula contains $M$, $s$ and unknown functions.

**A.** Define $\tau=M^2/s$ and multiply by $M^4$:
$$M^4\frac{d^2\sigma}{dM^2dY}=\frac{4\pi\alpha^2}{9}\,\tau\sum_qe_q^2[\dots],\qquad x_{1,2}=\sqrt\tau\,e^{\pm Y}.$$
If the densities depend on $x$ alone, the right side depends on $\tau$ and $Y$, with no separate dependence on $M$ or $s$. The limits $x_{1,2}\le1$ mean $|Y|\le\tfrac12\ln(1/\tau)$, so they also depend on $\tau$ alone, and the property survives integration over $Y$. Because $dM^2=2M\,dM$,
$$M^3\frac{d\sigma}{dM}=2M^4\frac{d\sigma}{dM^2}=F(\tau).$$
Physically, pointlike massless partons with a dimensionless coupling bring no length of their own.

**Q.** Then at fixed $M$ the rate falls as $1/s$?

**A.** Not in general, because the densities are then evaluated at smaller $x$. Suppose that at small $x$ the $u$ and $d$ quarks and their antiquarks all approach $a/x$. The sum becomes
$$2\left(\frac49+\frac19\right)\frac{a^2}{x_1x_2}=\frac{10a^2}{9\tau},$$
and the $1/\tau$ cancels the explicit $\tau$. At fixed $M$ and $Y$ the cross section then tends to a constant as $s\to\infty$. In the opposite limit, $\tau\to1$, both partons must carry nearly all the momentum of their hadrons. If the densities vanish at $x=1$, so does the rate.

**Q.** Give me numbers, and say what the hadrons are.

**A.** They are two identical model hadrons, not a fit to any real one. With $B$ the Euler beta function,
$$\bar u=\bar d=\frac{0.2(1-x)^7}{x},\quad u=\frac{2(1-x)^3}{\sqrt x\,B(\frac12,4)}+\bar u,\quad d=\frac{(1-x)^4}{\sqrt x\,B(\frac12,5)}+\bar d .$$
The normalizations give two valence $u$ quarks and one valence $d$. Quarks and antiquarks carry 0.413 of the momentum; the rest is assigned to neutral partons, which do not enter at this order.

Take $\sqrt s=40$ GeV and $M=8$ GeV, so $\tau=64/1600=0.04$. With $\alpha=1/137.036$ the prefactor is $7.261\times10^{-10}$ GeV$^{-4}$, or 0.2827 pb/GeV$^2$, using 1 GeV$^{-2}=3.894\times10^{8}$ pb. At $Y=0$ both fractions are $\sqrt{0.04}=0.2$, where $u=2.714$, $d=1.337$ and $\bar u=\bar d=0.2097$. The two terms are equal, and the density sum is
$$2\left[\tfrac49(2.714)(0.2097)+\tfrac19(1.337)(0.2097)\right]=0.568 .$$
The cross section is $0.2827\times0.568=0.161$ pb/GeV$^2$. The digits here and below belong to the lowest-order model. Lepton loops alone raise $\alpha^2$ at 8 GeV by about 4%, and the omitted gluon corrections are of the order of tens of percent at such masses.

**Q.** And away from the centre, where you said the two terms differ?

**A.** At $Y=0.5$ the fractions are $x_1=0.330$ and $x_2=0.121$. With the quark from hadron 1,
$$\tfrac49(1.184)(0.6668)+\tfrac19(0.4693)(0.6668)=0.386 .$$
With the antiquark from hadron 1,
$$\tfrac49(0.03686)(4.928)+\tfrac19(0.03686)(2.773)=0.092 .$$
The sum is 0.478 and the cross section 0.135 pb/GeV$^2$. About four fifths of it comes from a quark in the hadron that supplies the larger fraction. In this model the sea falls faster with $x$ than the valence densities, so an antiquark at $x=0.33$ is rare.

Integrated over all allowed rapidities, $d\sigma/dM^2=0.2791$ pb/GeV$^2$, and therefore $d\sigma/dM=2(8)(0.2791)=4.47$ pb/GeV.

**Q.** Those numbers use your formula. What supports the formula itself?

**A.** A finite bin provides a test: $M$ from 7 to 9 GeV and $Y$ from 0 to 0.5. One calculation integrates over $x_1$ and $x_2$, with $\hat\sigma$ built from explicit Dirac spinors at each point. The other integrates the boxed formula over $M^2$ and $Y$. Both give 2.6255 pb, as the numerical output shows. This checks the traces, the Jacobian and the arithmetic of the prefactor together. It does not test the flux, phase-space and colour factors or the parton picture, which both calculations share.

**Q.** Does the scaling show up as well?

**A.** Double both energies: $\sqrt s=80$ GeV and $M=16$ GeV, with $\tau$ still 0.04. At $Y=0$, $M^4d^2\sigma/(dM^2dY)$ is $1.690\times10^{-6}$ in both cases. For the bin, all masses are doubled and the direct integral gives 0.6564 pb, smaller by a factor 4. That is the expected factor: the differential cross section falls by $2^4=16$, while the width in $M^2$ grows by $2^2=4$.

**Q.** What would spoil it?

**A.** Any further dependence on a scale. To see the effect of densities that change with $M$, let all the powers of $(1-x)$ grow by 0.1 per unit of $\ln M^2$, keeping the valence numbers fixed. From 8 to 16 GeV the powers rise by $0.1\ln4=0.139$, and the scaled cross section at $Y=0$ falls to 0.955 of its earlier value. The change depends on $\tau$ in size and sign: the same drift gives 0.883 at $\sqrt\tau=0.4$ and 1.006 at $\sqrt\tau=0.01$. The drift was chosen by hand, so this 4.5% shows how scaling fails and does not predict its size in QCD.

A running $\alpha$ also breaks the scaling, since the prefactor then depends on $M$. Exchange of a $Z$ boson adds an amplitude containing the $Z$ mass, a fixed scale that $\tau$ cannot absorb; near that mass the photon formula is not usable by itself. The colour factor is sturdier. It remains $1/3$ for $Z$ exchange at this order, because the $Z$ is also colourless and its quark vertex contains the same $\delta_{ij}$.

## Table of computed values

```
fine-structure constant alpha = 0.00729735
conversion (hbar c)^2 = 3.89379e+08 pb GeV^2
quark colour density, diagonal entry = 0.333333
sum of delta_ij delta_ij over colours = 3
colour factor of the annihilation = 0.333333
hadronic energy sqrt(s) = 40.0 GeV
pair mass M = 8.0 GeV
tau = M^2/s = 0.0400
largest |Y| = 1.6094
muon mass = 0.105658 GeV
1 - muon mass factor at M = 1.826e-07
parton cross section, unit charge = 452.367 pb
same without colour factor = 1357.101 pb
parton cross section, u ubar = 201.052 pb
parton cross section, d dbar = 50.263 pb
momentum fraction in quarks and antiquarks = 0.4131
prefactor 4 pi alpha^2/(9 M^2 s) = 7.2610e-10 GeV^-4
prefactor converted = 0.28273 pb/GeV^2
Y = 0.0: x1 = 0.20000, x2 = 0.20000
  at x1: u = 2.71411, d = 1.33669, ubar = dbar = 0.20972
  at x2: u = 2.71411, d = 1.33669, ubar = dbar = 0.20972
  charge-weighted density sum = 0.56824
  d2sigma/(dM^2 dY) = 0.16066 pb/GeV^2
Y = 0.5: x1 = 0.32974, x2 = 0.12131
  at x1: u = 1.18391, d = 0.46932, ubar = dbar = 0.03686
  at x2: u = 4.92790, d = 2.77293, ubar = dbar = 0.66682
  charge-weighted density sum = 0.47772
  d2sigma/(dM^2 dY) = 0.13507 pb/GeV^2
dsigma/dM^2, all Y = 0.27914 pb/GeV^2
dsigma/dM, all Y = 4.4663 pb/GeV
bin A: sqrt(s) = 40 GeV, M = 7 to 9 GeV, Y = 0 to 0.5
  direct x1,x2 integral = 2.625491 pb
  integral of formula = 2.625491 pb
bin B: sqrt(s) = 80 GeV, M = 14 to 18 GeV, Y = 0 to 0.5
  direct x1,x2 integral = 0.656373 pb
  ratio bin A / bin B = 4.000000
M^4 d2sigma/(dM^2 dY) at Y = 0, dimensionless:
  sqrt(s) = 40 GeV, M = 8 GeV: 1.69002e-06
  sqrt(s) = 80 GeV, M = 16 GeV: 1.69002e-06
drift of large-x powers per unit ln(M^2) = 0.10
power shift from M = 8 to 16 GeV = 0.1386
  scaled value with drift, M = 16 GeV: 1.61455e-06
  ratio to value at M = 8 GeV = 0.9553
```
